# Sputter-Yield Errors from the Variance Between Projectile Histories

An argon ion strikes a lead surface and sets several atoms in motion. These strike others, and some atoms near the surface escape. Another ion, arriving at the same energy and angle but at a different point, may eject none. A Monte Carlo calculation follows many such ions and reports the mean number of ejected atoms per ion, the sputter yield. If 2400 ions eject 9301 atoms, does the statistical error follow from 9301 events or from 2400?

## Four ions, counted by hand

Call one projectile with its entire cascade a *history*. Suppose that four independent histories eject

$$N_1,N_2,N_3,N_4=0,\;0,\;3,\;5$$

atoms. The estimated yield is $\bar Y=8/4=2$ atoms per ion.

If the eight atoms were independent Poisson events, the variance of their total would equal its mean. The total would then be $8\pm\sqrt8$, and division by four ions gives an error of $\sqrt8/4=0.71$.

But the atoms arrived in two groups, of three and five. The independent draws are the four histories, so we measure how much those differ. The deviations from the mean are $-2,-2,1,3$, and

$$s^2=\frac{4+4+1+9}{4-1}=6,\qquad \frac{s}{\sqrt4}=\sqrt{\frac64}=1.22 .$$

This error estimate is 1.7 times the Poisson value. Four histories are too few for a reliable error bar, but they show the operation: first add the atoms within each history, then take the variance between the sums.

The same histories can also give the opposite result. Record only whether each ion ejected anything: $0,0,1,1$. The mean is $1/2$ and every deviation has size $1/2$, so $s^2=(4\times\tfrac14)/3=1/3$. The error is $\sqrt{1/12}=0.29$, while the Poisson value is $\sqrt{(1/2)/4}=0.35$. Poisson counting is now too pessimistic. Its fault is an unjustified assumption about the variance, and the sign of the resulting error depends on what is counted.

## The general error estimate

Let $N_i$ be the number of atoms ejected in history $i$. Assume that the $n$ histories are independent and start from the same prescribed target. Write $Y=E[N]$ and $\sigma^2=\mathrm{Var}(N)$. For $\bar Y=\sum_iN_i/n$,

$$\mathrm{Var}(\bar Y)=\frac1{n^2}\left[\sum_i\mathrm{Var}(N_i)+\sum_{i\ne j}\mathrm{Cov}(N_i,N_j)\right]=\frac{\sigma^2}{n}.$$

Independence between histories removes the second sum. Nothing was assumed about atoms within one history; all their correlations are inside $\sigma^2$.

To estimate $\sigma^2$, set $X_i=N_i-Y$. The deviation from the sample mean is $N_i-\bar Y=X_i-\bar X$, and since $\sum_iX_i=n\bar X$,

$$\sum_i(N_i-\bar Y)^2=\sum_iX_i^2-n\bar X^2 .$$

The expectations on the right are $n\sigma^2$ and $n(\sigma^2/n)=\sigma^2$. Their difference is $(n-1)\sigma^2$, so

$$s^2=\frac1{n-1}\sum_i(N_i-\bar Y)^2,\qquad E[s^2]=\sigma^2 .$$

Thus $s^2/n$ is an unbiased estimate of the squared standard error. Poisson counting replaces it by $\bar Y/n$. In terms of the true moments,

$$\frac{\text{true standard error}}{\text{Poisson standard error}}=\sqrt F,\qquad F=\frac{\sigma^2}{Y}.$$

The Fano factor $F$ decides the matter: Poisson counting understates the error for $F>1$, gives the right size for $F=1$, and overstates it for $F<1$.

## Pairs show the correlation

An ordered pair is a choice of a first and a different second atom. A history with $N$ ejected atoms has $N(N-1)$ such pairs. Since $N^2=N+N(N-1)$,

$$\sigma^2=E[N^2]-Y^2=Y+E[N(N-1)]-Y^2,$$

$$F-1=\frac{E[N(N-1)]-Y^2}{Y}.$$

For two independent histories, $E[N_iN_j]=Y^2$. Here the first atom comes from history $i$ and the second from history $j$. Poisson counting therefore understates the error when a history holds more ordered pairs, on average, than are formed by taking the first atom from one history and the second from another.

The sample obeys the same relation. Let $S=\sum_iN_i$ and $Q=\sum_iN_i^2$. There are $P_s=Q-S$ ordered pairs within histories and $P_c=S^2-Q$ between them. Then

$$\bar Y+\frac{P_s}{n}-\frac{P_c}{n(n-1)}=\frac Qn-\frac{S^2-Q}{n(n-1)}=\frac{Q-S^2/n}{n-1}=s^2 .$$

The last equality follows from expanding the squares in $s^2$. For the hand example, $P_s=6+20=26$ and $P_c=64-34=30$, giving $2+26/4-30/12=6$, as before.

A pair excess does not require one ejected atom to have caused the other. Suppose each history has its own mean $\Lambda$, set for instance by where the ion deposits its energy, and that $N$ is Poisson distributed for given $\Lambda$. Then $E[N(N-1)|\Lambda]=\Lambda^2$, and the pair formula gives

$$F=1+\frac{\mathrm{Var}(\Lambda)}{Y}.$$

Variation between cascades suffices to make $F>1$. This mixture can never give $F<1$.

At low yield another limit matters. If a history can eject at most one atom, there are no pairs and $F=1-Y$. The same holds for the yes-or-no tally: with probability $q$ of ejecting anything, $F=1-q$.

## The algorithm

1. Give each projectile a label, and pass it to every recoil in its cascade.
2. When an atom escapes, add one to the count of its label.
3. After each history, add $N_i$ to $S$ and $N_i^2$ to $Q$. Include histories with $N_i=0$.
4. Compute $\bar Y=S/n$ and $s^2=(Q-S^2/n)/(n-1)$.
5. Report $\bar Y\pm s/\sqrt n$.

For large $n$ and finite variance, the central limit theorem makes $\bar Y\pm1.96\,s/\sqrt n$ an approximate 95% interval. If emitted atoms carry statistical weights, $N_i$ becomes the sum of weights in history $i$. The derivation of $s^2/n$ is unchanged, but $N(N-1)$ in the pair formula above no longer counts pairs.

To reach a relative standard error $\delta$, set $\sqrt{\sigma^2/n}=\delta Y$ and use $\sigma^2=FY$:

$$n=\frac{F}{Y\delta^2}.$$

## Argon on lead

The example uses 500 eV argon ions at normal incidence. In atomic units, the repulsion between nuclei of charges $Z_1$ and $Z_2$ is $V=(Z_1Z_2/r)\,\phi(r/a)$, with $a=0.8854/(Z_1^{0.23}+Z_2^{0.23})$ and

$$\phi(x)=0.1818e^{-3.2x}+0.5099e^{-0.9423x}+0.2802e^{-0.4029x}+0.02817e^{-0.2016x}.$$

For relative speed $v$, impact parameter $b$ and centre-of-mass energy $E_c$, conservation of angular momentum and energy gives $\dot\psi=bv/r^2$ for the polar angle and $|\dot r|=v\sqrt{1-V/E_c-b^2/r^2}$. Dividing them and counting the inward and outward halves gives the deflection

$$\theta=\pi-2b\int_{r_0}^{\infty}\frac{dr}{r^2\sqrt{1-V/E_c-b^2/r^2}},$$

where $r_0$ is the closest approach. In the centre-of-mass frame the struck atom has speed $u=M_1v/(M_1+M_2)$ before and after the collision. Turning its velocity by $\theta$ changes it by $2u\sin(\theta/2)$, which is its final speed in the laboratory, where it started at rest. With projectile energy $E=M_1v^2/2$, its energy is therefore

$$T=\frac{M_2}{2}\,4u^2\sin^2\frac\theta2=\frac{4M_1M_2}{(M_1+M_2)^2}\,E\sin^2\frac\theta2 .$$

At 500 eV and $b=0.05$ nm, both the tabulated integral and direct integration of the trajectory give $\theta=92.8^\circ$.

The target has no crystal structure. A particle travels 0.312 nm between collisions, the cube root of the volume per atom, and $b$ is drawn uniformly over a disc of radius 0.176 nm. The depth of the first collision is uniform within one such path. A lead atom escapes if its energy of motion normal to the surface exceeds the binding energy $U=2$ eV; otherwise it is reflected inward. Argon crosses the surface freely and is not counted. Particles with less than $U$ are dropped, since they can no longer add to the count: a lead atom below $U$ cannot escape, and no particle below $U$ can give a lead atom enough energy to do so. Energy conservation limits the count to $500/2=250$ atoms per ion, so the variance is finite.

The main run has $n=2400$, $S=9301$ and $Q=57103$. Hence

$$\bar Y=\frac{9301}{2400}=3.875,\qquad s^2=\frac{57103-9301^2/2400}{2399}=8.778,$$

$$\frac{s}{\sqrt n}=\sqrt{\frac{8.778}{2400}}=0.060,\qquad \sqrt{\frac{\bar Y}{n}}=\sqrt{\frac{3.875}{2400}}=0.040 .$$

The model yield is $3.88\pm0.06$ atoms per ion. The Fano factor is $8.778/3.875=2.27$, with an uncertainty of 0.055 found by resampling complete histories. Poisson counting understates the standard error by a factor of $\sqrt{2.27}=1.5$. A 1% standard error needs about 5800 histories. The Poisson estimate asks for about 2600, which would give a standard error near 1.5%.

The distribution also differs visibly from a Poisson law. No atom is ejected in 12.7% of histories, against $e^{-3.875}=2.1\%$ for a Poisson distribution of the same mean. Variation in where the ions deposit their energy is a plausible cause, but the calculation does not isolate it.

## Does the error bar predict real scatter?

A standard error should predict how results vary when a calculation is repeated. In 200 separate runs of 32 histories, the run yields scattered by 0.517 atoms per ion. The main run predicts $\sqrt{8.778/32}=0.524$; Poisson counting predicts $\sqrt{3.875/32}=0.348$.

Each short run also supplied its own nominal 95% interval. Intervals from the variance between histories contained the main-run yield in 95% of runs, and Poisson intervals in 76.5%. With 200 runs these fractions are uncertain by about 2 and 3 points; the values expected for runs of 32 such histories are about 94% and 81%. Full numerical results are in the output below.

For the yes-or-no tally, $q=1-0.127=0.873$. Its predicted scatter is $\sqrt{q(1-q)/32}=0.059$ and the repeated runs gave 0.056. The Poisson value, $\sqrt{q/32}=0.165$, is nearly three times too large.

At 50 eV, with the target unchanged, the yield falls to $0.463\pm0.010$ and $F=0.857\pm0.017$. Poisson counting then overstates the error of the yield itself, by $1/\sqrt{0.857}=1.08$. Rearranging the pair formula gives

$$E[N(N-1)]\approx0.463^2+0.463(0.857-1)=0.15,$$

below the value 0.21 for pairs between independent histories. Multiple emission still occurs, since $F$ lies above the single-emission limit $1-0.463=0.537$. A mixture of Poisson laws cannot describe this case.

## How uncertain is the error bar?

The variance estimate itself fluctuates. With $X_i=N_i-Y$, separating equal from unequal indices gives

$$s^2=\frac1n\sum_iX_i^2-\frac1{n(n-1)}\sum_{i\ne j}X_iX_j .$$

Let $\mu_4=E[X^4]$. The first term has variance $(\mu_4-\sigma^4)/n$. The covariance of the two terms vanishes, because each product $X_k^2X_iX_j$ with $i\ne j$ contains at least one factor $X$ to the first power, whose mean is zero. In the square of the second sum, a product survives only if both factors use the same two histories. Each of the $n(n-1)$ ordered pairs matches itself and its reverse, so the variance of the second term is $2\sigma^4/[n(n-1)]$. Adding,

$$\mathrm{Var}(s^2)=\frac1n\left[\mu_4-\sigma^4+\frac{2\sigma^4}{n-1}\right]
=\frac1n\left[\mu_4-\frac{n-3}{n-1}\sigma^4\right].$$

For runs of 32 histories this predicts a scatter of 2.1 in $s^2$; the repeated runs gave 2.0. Relative to $s^2=8.8$, that is about 24%. A small relative change in $s^2$ changes $s$ by half as much, so such an error bar is uncertain by about 12%. The scatter falls nearly as $1/\sqrt n$, leaving about 1.4% for 2400 histories. Two digits in the error bar are ample.

## When the target changes

The variance between histories fails as an error estimate when histories share a random circumstance that changes their mean yield. Let all $n$ histories in one run meet the same surface state $A$, itself drawn at random. For given $A$, let the histories be independent with mean $m(A)$ and variance $v(A)$. Write

$$\bar Y-Y=[\bar Y-m(A)]+[m(A)-Y].$$

On squaring and averaging, the cross term vanishes because the first bracket has zero mean for every fixed $A$. Thus

$$\mathrm{Var}(\bar Y)=\frac{E[v(A)]}{n}+\mathrm{Var}[m(A)].$$

More histories reduce the first term but leave the second untouched.

In the example, each run of 40 histories has a binding energy of 2 or 4 eV, with equal probability and all else fixed. The yields are 3.875 and 1.593. Two equally likely values have a variance of one quarter of their squared difference, $(3.875-1.593)^2/4=1.30$. The first term adds 0.14, so the prediction is 1.44. The variance among 120 runs was also 1.44, while the variance within runs suggested 0.145. The resulting standard error would be too small by a factor of about 3.

The independent unit is now the whole run. With $R$ independent runs, the error of their average is the standard deviation between run yields divided by $\sqrt R$. The same rule applies when earlier impacts change the target seen by later ones: repeat the whole sequence of impacts independently. If the surface state is known and fixed, the second term is absent and the original method applies.

## What the error bar leaves out

The ion energy and current density are in the range used for ion-beam etching, and the lead density and binding energy are rough typical values. At 0.10 mA/cm², the model yield corresponds to an erosion rate of $0.74\pm0.01$ nm/s, or about 44 nm/min. A yield of a few atoms per ion is a realistic size for a soft heavy metal, but the quoted uncertainty covers sampling alone, and the model value depends strongly on the chosen free path, as shown below. A real surface also need not remain the fixed, clean target assumed here. One atomic layer is removed after 2.6 ions/nm², or about 0.4 s at this current. If a reactive background gas doubled the binding energy, the model yield would fall by 59%, to 1.59.

The omitted energy loss to electrons has an effect of similar size. Adding a friction force proportional to velocity, with other settings unchanged, lowers the yield to $1.212\pm0.035$. This calculation applies the friction over every full free path, so it also slows departing atoms just outside the surface and exaggerates the loss. Confining the friction to the solid gives a yield of 1.4 if the loss is taken in one step per path, and 1.5 if it is integrated along the path. In each case the shift is roughly 40 times the statistical error of the main result. The friction law is itself uncertain for lead atoms of a few eV, so these yields show the sensitivity of the model and are not bounds on the real value. The Fano factor remains above one in all these cases.

The binary-collision picture is also strained. When a 10 eV lead atom strikes another at rest head-on, their closest distance is 0.23 nm, comparable with the 0.31 nm spacing, so neighbours should take part. This distance also exceeds the 0.176 nm disc radius: a 20 eV lead atom passing at the edge of the disc still transfers 30% of its energy, so the results are not converged in the free path and the disc tied to it. At fixed density, halving the path (disc radius 0.249 nm) gives a yield near 1.6 with $F\approx2.3$, and doubling it (0.125 nm) gives about 7.4 with $F\approx1.4$. At 50 eV the same changes move the yield between 0.23 and 0.62, while $F$ stays between 0.80 and 0.91. The sign of $F-1$ survives in each case, but the yield and the erosion rate shift by about a factor of two. Spreading the full ion energy over a sphere whose radius is the mean argon stopping depth, 2.3 nm, gives roughly 0.3 eV per atom. This is a low estimate, because the argon gives up most of its energy nearer the surface: the energy-weighted depth of its transfers is 1.5 nm, and a sphere of that radius holding the 440 eV left after backscattered argon is subtracted gives about 1 eV per atom. The thermal energy $3k_BT$ at 600 K, near the melting point of lead, is 0.16 eV. Collective motion may therefore matter, and its effect on the yield has not been calculated here. More histories would shrink the 0.06 without reducing any of these model errors.

## Computed results

```
Ar ion energy: 500 eV
Pb surface binding, rough input: 2 eV
Pb density, rough input: 11.3 g/cm3
Pb atom density: 32.84 atoms/nm3
free path: 0.3123 nm
maximum impact parameter: 0.1762 nm
test impact parameter: 0.05 nm
deflection from table: 92.81 degrees
deflection from trajectory: 92.81 degrees
histories in main run: 2400
emitted atoms in main run: 9301
sum of squared counts: 57103
yield: 3.875 atoms/ion
variance between histories: 8.778 (atoms/ion)^2
history standard error: 0.06048 atoms/ion
Poisson standard error: 0.04018 atoms/ion
Fano factor: 2.265
Fano bootstrap error: 0.055
true/Poisson error estimate: 1.505
largest count in one history: 15
zero-emission fraction: 0.1271
Poisson zero fraction: 0.02075
repeat runs: 200 runs of 32 histories
actual scatter of run yields: 0.5169 atoms/ion
history prediction of scatter: 0.5237 atoms/ion
Poisson prediction of scatter: 0.348 atoms/ion
history 95% interval coverage: 95 %
Poisson 95% interval coverage: 76.5 %
same-history pairs per history, 300 histories: 17.49
cross-history pair rate, 300 histories: 13.3
variance from pairs, 300 histories: 7.84
emitting-history scatter: 0.0562
emitting-history prediction: 0.05888
emitting-history Poisson value: 0.1652
scatter of variance estimates: 1.962
fourth-moment prediction: 2.125
histories for 1% error: 5844
Poisson histories for 1% error: 2580
altered surface binding: 4 eV
yield at altered binding: 1.593 atoms/ion
altered-yield standard error: 0.03962 atoms/ion
shared-state runs: 120 runs of 40 histories
shared-state variance, actual: 1.436
shared-state variance, predicted: 1.444
within-run variance estimate: 0.145
50 eV yield: 0.4630 +/- 0.0100 atoms/ion
50 eV Fano factor: 0.857 +/- 0.017
yield with electronic loss: 1.212 +/- 0.035 atoms/ion
Fano factor with electronic loss: 1.595
ion current density: 0.1 mA/cm2
erosion rate: 0.7365 +/- 0.0115 nm/s
Pb-Pb head-on distance at 10 eV: 0.232 nm
mean Ar stopping depth: 2.31 nm
rough cascade energy density: 0.29 eV/atom
3kT at 600 K: 0.16 eV/atom
fluence removing one layer: 2.646 ions/nm2
```
